\section*{Why alloying can delay crystal nucleation in high-k films}

\section*{Question}

An amorphous high-k oxide film is heated during device processing, and crystals may appear in it. Why can mixing a second oxide into the film postpone this, and when does the mixing fail to help?

\section*{The mechanism}

An amorphous film lies above the crystal in free energy, yet it can survive because a very small crystal is unfavourable. Each unit that joins the crystal releases free energy, but the crystal must also pay for its boundary with the amorphous surroundings. The boundary cost dominates at small size. A crystal therefore has to reach a critical size by a chain of chance attachments before further growth becomes favourable.

Alloying can act on this process in three ways. It can reduce the free energy released per unit, which is the driving force. It can raise the interfacial energy. It can also make the local rearrangement that attaches a unit slower. The first two raise the height of the nucleation barrier; the third slows every attempt to cross it.

None of these changes has a guaranteed sign. An added oxide that dissolves well in the crystal may stabilise it, and one that gathers at the boundary because this lowers the free energy reduces the interfacial cost. The word ``can'' in the question is therefore essential.

To make the delay definite, let the host oxide be A and the added oxide B, with a fraction $x$ of B formula units. Suppose first that B does not dissolve in the crystal, so that the nucleus is pure A. The measure of delay is the mean waiting time for the first growing nucleus in a film of volume $V$. This is not the time to crystallise the whole film, which also depends on growth and on how rejected B moves away.

\section*{The barrier}

Take a spherical nucleus of $n$ formula units, each of volume $\Omega$. Equal volumes in both phases are assumed, and strain is neglected. From $4\pi r^3/3=n\Omega$, the surface area is
\begin{equation}
4\pi r^2=b\,\Omega^{2/3}n^{2/3},\qquad b=(36\pi)^{1/3}.
\end{equation}
Let $\Delta\mu>0$ be the free energy released per crystallised unit and $\gamma$ the interfacial energy per area, taken as independent of size. The work of forming the nucleus is
\begin{equation}
W(n)=-n\Delta\mu+b\gamma\Omega^{2/3}n^{2/3}.
\end{equation}
At the maximum, $W'(n^*)=0$ gives
\begin{equation}
\Delta\mu=\tfrac23 b\gamma\Omega^{2/3}n^{*-1/3}.
\end{equation}
The surface term at the maximum is thus $\tfrac32 n^*\Delta\mu$, and
\begin{equation}
W^*=-n^*\Delta\mu+\tfrac32n^*\Delta\mu=\tfrac12n^*\Delta\mu .
\end{equation}
Solving the stationarity condition for $n^*$ and using $b^3=36\pi$,
\begin{equation}
n^*=\frac{8b^3\gamma^3\Omega^2}{27\Delta\mu^3}
=\frac{32\pi\gamma^3\Omega^2}{3\Delta\mu^3},\qquad
W^*=\frac{16\pi\gamma^3\Omega^2}{3\Delta\mu^2}.
\label{barrier}
\end{equation}
The corresponding radius is $r^*=2\gamma\Omega/\Delta\mu$. The film must be thicker than $2r^*$ for this spherical picture to apply.

\section*{What dilution does to the driving force}

Let $\Delta\mu_A$ be the driving force in pure A. For $N_A$ and $N_B$ randomly mixed units, with $N=N_A+N_B$, use the regular-solution free energy
\begin{equation}
G_{\rm mix}=kT\left(N_A\ln\frac{N_A}{N}+N_B\ln\frac{N_B}{N}\right)
+\omega\frac{N_AN_B}{N}.
\end{equation}
A negative $\omega$ means that mixing is energetically favourable. Differentiate with respect to $N_A$ at fixed $N_B$. Besides $kT\ln(N_A/N)$, the logarithms contribute $kT(1-N_A/N-N_B/N)=0$. The energy term contributes $\omega(N_B/N-N_AN_B/N^2)=\omega x^2$. The potential of A in the amorphous phase is therefore shifted by
\begin{equation}
\mu_A^{\rm mix}=kT\ln(1-x)+\omega x^2 .
\end{equation}
Crystallisation removes A from this phase, so the shift adds directly to the driving force:
\begin{equation}
\Delta\mu=\Delta\mu_A+kT\ln(1-x)+\omega x^2.
\label{drive}
\end{equation}
The logarithm is negative: extracting pure A from a mixture costs mixing entropy.

A small loss per unit matters because a nucleus contains many units. Equation~(\ref{barrier}) gives
\begin{equation}
\frac{\partial W^*}{\partial\Delta\mu}=-\frac{2W^*}{\Delta\mu}=-n^* .
\end{equation}
To first order, ideal dilution thus raises $W^*$ by $-n^*kT\ln(1-x)$ and multiplies the Boltzmann factor by
\begin{equation}
e^{n^*\ln(1-x)}=(1-x)^{n^*}.
\end{equation}
This is the probability that $n^*$ chosen units in a random mixture are all A. The nucleus has to find a B-free region, or create one by expelling B, and the entropy cost is the same.

The sign of the whole mixing shift follows from stability. Let $g(y)$ be the mixing free energy per unit at composition $y$, with $g(0)=0$. Its tangent at $x$ meets the axis $y=0$ at $g(x)-xg'(x)$, which for the regular solution equals $\mu_A^{\rm mix}$. If the homogeneous mixture is globally stable against separation, $g$ nowhere lies below that tangent. Hence $\mu_A^{\rm mix}\leq g(0)=0$, and alloying cannot raise the driving force for a pure-A nucleus.

A strongly demixing film escapes this argument. Its A units may have a higher potential than in pure amorphous A, and the driving force then rises. Such a film can also separate into A-rich and B-rich regions, after which a single composition no longer describes it.

\section*{When B dissolves in the crystal}

The sign can also change if B enters the crystal. Consider ideal mixing in both phases and let $\Delta\mu_B$ be the driving force for pure B to adopt the same crystal structure. It is negative if B is unstable in that structure. A nucleus with B fraction $y$ releases, per unit,
\begin{equation}
\begin{split}
D(y)={}&(1-y)\left[\Delta\mu_A+kT\ln\frac{1-x}{1-y}\right]\\
&+y\left[\Delta\mu_B+kT\ln\frac{x}{y}\right].
\end{split}
\end{equation}
In $D'(y)$ the derivatives of the two logarithms give $+kT$ and $-kT$, which cancel. The condition $D'=0$ then says that the two brackets are equal. Call their common value $m$, which is also the value of $D$ there. Then
\begin{equation}
1-y=(1-x)e^{(\Delta\mu_A-m)/kT},\qquad
y=xe^{(\Delta\mu_B-m)/kT}.
\end{equation}
Adding these equations and solving for $m$ gives
\begin{equation}
m=kT\ln\left[(1-x)e^{\Delta\mu_A/kT}+xe^{\Delta\mu_B/kT}\right].
\end{equation}
This is a maximum because $D''=-kT/[y(1-y)]<0$. The bracket is a weighted average, so $m<\Delta\mu_A$ precisely when $\Delta\mu_B<\Delta\mu_A$. If B is so unstable in the crystal that its exponential vanishes, the ideal part of Eq.~(\ref{drive}) returns. If B favours the crystal more than A does, alloying strengthens the driving force. The rate law below returns to the insoluble case.

\section*{From the barrier to a waiting time}

Suppose that units join one at a time. A cluster has about $b n^{2/3}$ surface sites, a neighbouring unit is A with probability $1-x$, and a rearrangement occurs at rate $\nu e^{-Q/kT}$. Here $\nu$ is an attempt frequency and $Q$ an effective transport barrier. The attachment rate is
\begin{equation}
k_n=\nu(1-x)b n^{2/3}e^{-Q/kT}.
\end{equation}
For the equilibrium density of clusters take
\begin{equation}
N_n=\frac{1-x}{\Omega}e^{-W(n)/kT}.
\end{equation}
This convention counts every A unit as a possible starting site, although the dilution term in $W(n)$ already includes the chance that the first unit is A. The repeated factor $1-x$ slightly overstates the delay. It does not make $N_1$ equal to the density of A units. Enforcing that equality would multiply the rate by $e^{W(1)/kT}$, altering absolute times strongly and the ratio of steady alloy and host rates to a lesser degree.

Detailed balance fixes the detachment rate as $k_nN_n/N_{n+1}$. If $c_n$ is the actual cluster density, the net flux from $n$ to $n+1$ is
\begin{equation}
J=k_nN_n\left(\frac{c_n}{N_n}-\frac{c_{n+1}}{N_{n+1}}\right).
\end{equation}
In steady state $J$ is the same at every size. Divide by $k_nN_n$ and sum over $n$. The differences telescope from $c_n/N_n=1$ at the smallest size to zero well above the critical size, where clusters are removed from the count:
\begin{equation}
\frac1J=\sum_n\frac1{k_nN_n}.
\end{equation}
The terms are largest near $n^*$, where $N_n$ is smallest. For $W^*\gg kT$, expand $W$ there to second order, replace $k_n$ by $k_{n^*}$ and turn the sum into a Gaussian integral:
\begin{equation}
J\simeq k_{n^*}N_{n^*}\sqrt{\frac{|W''(n^*)|}{2\pi kT}},\qquad
|W''(n^*)|=\tfrac29b\gamma\Omega^{2/3}n^{*-4/3}.
\end{equation}
The factor $n^{*2/3}$ in $k_{n^*}$ cancels $n^{*-2/3}$ from the square root. The remaining numerical factor is
\begin{equation}
b\sqrt{\frac{b\gamma\Omega^{2/3}}{9\pi kT}}
=\sqrt{\frac{36\pi\,\gamma\Omega^{2/3}}{9\pi kT}}
=2\sqrt{\frac{\gamma\Omega^{2/3}}{kT}} .
\end{equation}
Consequently
\begin{equation}
J=\frac{2\nu(1-x)^2}{\Omega}
\sqrt{\frac{\gamma\Omega^{2/3}}{kT}}\,
e^{-(W^*+Q)/kT}.
\label{rate}
\end{equation}
At this order the driving force enters through $W^*$ alone.

Independent nucleation events at a constant rate $JV$ leave the film free of nuclei with probability $e^{-JVt}$. The mean waiting time is $\tau=1/(JV)$. With subscript 0 for the host and the same $T$, $V$, $\Omega$ and $\nu$, Eq.~(\ref{rate}) gives
\begin{equation}
\begin{split}
\ln\frac{\tau}{\tau_0}={}&\frac{W^*-W_0^*}{kT}+\frac{Q-Q_0}{kT}\\
&-\frac12\ln\frac{\gamma}{\gamma_0}-2\ln(1-x).
\end{split}
\label{delay}
\end{equation}
Alloying delays nucleation in this model when the right-hand side is positive. Half of the last term reflects fewer host arrivals. The other half comes from the starting-site convention and repeats a factor already contained in $W^*$; at $x=0.10$ it adds only about 0.11 to the exponent. For small changes the barrier part is
\begin{equation}
\frac{\delta W^*}{kT}=\frac{W_0^*}{kT}\left(3\frac{\delta\gamma}{\gamma_0}
-2\frac{\delta\Delta\mu}{\Delta\mu_0}\right),
\end{equation}
so a high initial barrier amplifies modest changes in either quantity.

\section*{A numerical case}

The following round parameters describe a model film, not a named material. The film measures $20\times20\times2.5$ nm, so $V=1000$ nm$^3$, and $T=800$ K gives $kT=0.06894$ eV. Take $\Omega=0.035$ nm$^3$, $\nu=10^{13}$ s$^{-1}$ and
\begin{equation}
\Delta\mu_A(T)=0.24\left(1-\frac{T}{3000\ {\rm K}}\right)\ {\rm eV}.
\end{equation}
The host has $\gamma_0=1.20$ eV/nm$^2$ (0.192 J/m$^2$) and $Q_0=2.00$ eV. The alloy has $x=0.10$, $\omega=-0.30$ eV, $\gamma=1.25$ eV/nm$^2$ and $Q=2.10$ eV. The increases in $\gamma$ and $Q$ are assumptions whose consequences are being examined.

The host driving force is $0.1760$ eV. In the alloy it becomes
\begin{equation}
\Delta\mu=0.1760-0.00726-0.00300=0.1657\ {\rm eV}.
\end{equation}
For the host,
\begin{equation}
W_0^*=\frac{16\pi(1.20)^3(0.035)^2}{3(0.1760)^2}\ {\rm eV}
=1.145\ {\rm eV}.
\end{equation}
The same formula gives $1.459$ eV for the alloy. In units of $kT$ the barriers are 16.61 and 21.17. The critical nucleus grows from about 13 to 18 units, and its radius from 0.48 to 0.53 nm. Both diameters fit within the film, although only about 60\% of the thickness can hold the centre of a whole critical sphere. Using the full $V$ below therefore shortens both times by a factor of about 1.6 to 1.7 and lowers their ratio by about 7\%.

Since $W^*\propto\gamma^3/\Delta\mu^2$, the two barrier changes multiply. Write $(\Delta\mu_0/\Delta\mu)^2=1+p$ and $(\gamma/\gamma_0)^3=1+q$. Then $W^*/W_0^*-1=p+q+pq$, with $p=0.128$ and $q=0.130$. Multiplication by 16.61 gives 2.12 from the driving force alone, 2.16 from the interfacial energy alone and 0.28 from their joint action. The complete exponent is
\begin{equation}
\begin{split}
\ln\frac{\tau}{\tau_0}={}&2.12+2.16+0.28+1.45\\
&-0.02+0.21=6.20 .
\end{split}
\end{equation}
The fourth term is $0.10/0.06894$, from transport; the last two are the prefactor terms of Eq.~(\ref{delay}). Solving the steady cluster equations numerically, with clusters removed at 150 units, also gives 6.20. This agreement concerns the Gaussian step, not the physical assumptions shared by both calculations.

The host waits 83 s on average and the alloy $4.1\times10^4$ s, or 11 h. The factor is about 490, although $\gamma$ rose by only 4\%, $Q$ by 5\%, and $\Delta\mu$ fell by 6\%.

The dilution argument can be read from the same numbers. With 13 host units, $(0.9)^{13}\simeq0.25$: entropy alone makes a pure-A nucleus about four times rarer at first order. Including the mixing energy, the first-order exponent is $13.01(0.00726+0.00300)/0.06894=1.94$. The full value is 2.12 because the critical nucleus grows as the driving force falls, so each further loss is counted over more units.

\section*{Is a steady rate justified?}

A newly heated film needs time to build up its cluster population. At late times the expected number of nuclei passing a chosen size is $JV(t-\theta)$, which defines the time lag $\theta$. Starting with no clusters larger than one unit, the linear cluster equations give $\theta=1.6$ s for the host and 7.9 s for the alloy, measured at 150 units. Both are small compared with the waiting times found above, so the steady rate is adequate for this volume and this normalisation of $N_n$. The conclusion is fragile, because $\theta$ depends on neither choice while $\tau$ depends on both. If $N_1$ is set equal to the density of A units, the steady waiting times fall to 0.13 s and 39 s. The host time is then shorter than its lag, and the mean times to the first cluster of 150 units differ by a factor of about 30 instead of 490. A larger area acts in the same way, since $\tau$ falls as $1/V$. With the original normalisation the factor is about 180 for a $200\times200$ nm film and about 20 for a $1\times1$ $\mu$m film of the same thickness.

\section*{Delay expressed as temperature}

One can also ask how hot the alloy must be to wait only 83 s. Keeping $\gamma$, $Q$ and $\omega$ fixed and solving Eq.~(\ref{rate}) numerically for $T$ gives about 1017 K, a shift of 217 K.

At that temperature $kT=0.0876$ eV, so $Q/kT$ falls from 30.5 to 24.0. This drop of 6.5 does nearly all the work. The ratio $W^*/kT$ hardly changes: more thermal energy is available, but the driving force has weakened. For the pure host,
\begin{equation}
\frac{W_0^*}{kT}\propto\frac{1}{T(1-T/T_m)^2},\qquad T_m=3000\ {\rm K}.
\end{equation}
The derivative of the denominator is $(1-T/T_m)(1-3T/T_m)$, so this ratio has its minimum at $T_m/3=1000$ K. Heating towards $T_m$ eventually suppresses nucleation, so no single activation energy describes the rate at all temperatures. Between 800 and 1017 K, however, the barrier ratio is nearly flat, and $Q$ alone gives a fair estimate of the shift: setting $1/kT'=1/kT-6.20/Q$ yields $T'$ of about 1000 K.

This flatness belongs to the assumed linear $\Delta\mu_A(T)$, which is used here far below $T_m$, where it is least reliable. If $\Delta\mu_A$ is instead held at 0.176 eV, the alloy reaches 83 s at about 915 K, a shift of 115 K, with $Q/kT$ falling by 3.8 and $W^*/kT$ by 2.4. With the linear form the shift is also sensitive to $\gamma$: the value 1.28 eV/nm$^2$ moves the temperature to about 1140 K, and at 1.30 eV/nm$^2$ the alloy's waiting time stays above 83 s even at its fastest temperature.

\section*{How the benefit can disappear}

Keep the alloy's lower driving force and higher $Q$, but let B reduce the interfacial energy. Setting Eq.~(\ref{delay}) to zero and solving for $\gamma$ gives 1.11 eV/nm$^2$, about 7\% below the host value. At a somewhat lower value the alloy nucleates sooner than the host at 800 K, despite its slower transport.

The driving force can also have the opposite sign of change. With $\omega=+1.00$ eV and the other thermodynamic inputs unchanged, Eq.~(\ref{drive}) gives $0.1787$ eV, above the host's $0.1760$ eV. The curvature $g''=kT/[x(1-x)]-2\omega=-1.23$ eV is negative, so this homogeneous film is unstable against separation. This is consistent with the tangent argument, which requires only that the film not be globally stable. Instability is necessary but not sufficient: at $x=0.10$ and 800 K the film tends to separate once $\omega$ exceeds 0.19 eV, while the driving force rises only above 0.73 eV. The rise also does not remove the delay by itself. With the alloy's $\gamma$ and $Q$ kept, the exponent in Eq.~(\ref{delay}) is still 3.2. If the same $Q$ governs separation, one rearrangement takes about 2 s against a waiting time of about 2000 s, so the film is likely to separate first. In the A-rich regions the driving force then approaches the host value from below.

For a soluble B with ideal mixing, choosing $\Delta\mu_B$ below $\Delta\mu_A$ by 0.05 eV gives a best driving force of 0.172 eV. Choosing it above by the same amount gives 0.183 eV. The same fraction of B can weaken or strengthen the tendency to crystallise, depending on how well it fits the crystal.

The absolute times deserve less trust than the mechanism. A nucleus of 13 to 18 units has no sharply separated bulk and surface, and a 10\% error in $\gamma_0$ alone changes $W_0^*/kT$ by about 5. The model also omits nucleation at the film's interfaces, where the barrier may be lower and may respond differently to alloying. Within its assumptions, the reason for the delay is clear: the alloy must assemble a larger, rarer host-rich nucleus, at greater interfacial cost and by slower atomic steps.
